\section*{Inverting the Ultrasoft Overlap Operator for Atoms with Overlapping Projectors, part 2}

We compare the exact inverse of the ultrasoft overlap operator $S=1+BQB^\dagger$ with its atom-by-atom approximation $S_0^{-1}$. Here $Bv=\sum_{Ii}|\beta^I_i\rangle v_{Ii}$ collects the projectors of atoms $I$, and the Hermitian $Q$ has one-atom blocks $Q_I$. The Gram matrix $G=B^\dagger B=G_0+\Delta$ has on-site part $G_0$ and intersite part $\Delta$. One-atom operators are $S_I=1+B_IQ_IB_I^\dagger$. Then
\begin{equation}
SB=B+BQG=B(1+QG),\qquad B^\dagger S=(1+GQ)B^\dagger .
\label{eq:push}
\end{equation}
\begin{equation}
M=(1+QG)^{-1}Q ,\qquad S^{-1}=1-BMB^\dagger .
\label{eq:M}
\end{equation}
Thus $S^{-1}y=y-Bu$, where $(1+QG)u=Qb$ and $b=B^\dagger y$.

With $M_0=(1+QG_0)^{-1}Q$, $M_n=\sum_{k=0}^{n}M_0(-\Delta M_0)^k$ and $S_n^{-1}=1-BM_nB^\dagger$,
\begin{equation}
SS_0^{-1}=1-BQ\Delta M_0B^\dagger .
\label{eq:res0}
\end{equation}
\begin{equation}
M=(1+M_0\Delta)^{-1}M_0,\qquad M=M_0-M_0\Delta M .
\label{eq:dyson}
\end{equation}
\begin{equation}
M-M_n=M(-\Delta M_0)^{n+1}.
\label{eq:rem}
\end{equation}
For independent projectors $S_0^{-1}$ is exact only if
\begin{equation}
Q\Delta Q=0,\qquad\text{that is}\qquad Q_I\Delta_{IJ}Q_J=0\quad\text{for all } I\neq J .
\label{eq:exact}
\end{equation}
In a finite basis, $G$ must be computed from the represented projectors.

Order $k$ sums walks of $k$ hops between overlapping atoms. The series converges if and only if the spectral radius $\rho$ of $M_0\Delta$ is below one. This always holds for $Q\ge0$ on a bipartite graph (two sets of atoms, $\Delta_{IJ}=0$ inside each). A cluster of atoms may be treated as one atom.

For two identical atoms with one real projector each, $g=\langle\beta_1|\beta_1\rangle$, $\Delta=\langle\beta_1|\beta_2\rangle$, $m_0=q/(1+qg)$ and $x=m_0\Delta$; $q$, $g$, $\Delta$ are pure numbers. On the even and odd states $|\beta_1\rangle\pm|\beta_2\rangle$, $S_0^{-1}$ has eigenvalues
\begin{equation}
1-m_0(g\pm\Delta)=\frac{1+qg-qg\mp q\Delta}{1+qg}=\frac{1\mp q\Delta}{1+qg}.
\label{eq:s0eig}
\end{equation}
For $q=3$, $g=1$, $\Delta=0.5$ the even one is $-0.125$. Also
\begin{align}
M_{11}&=\frac{m_++m_-}{2}=\frac{m_0}{1-x^2}=m_0(1+x^2+\dots),\label{eq:m11}\\
M_{12}&=\frac{m_+-m_-}{2}=-\frac{m_0x}{1-x^2}=-m_0(x+x^3+\dots).\label{eq:m12}
\end{align}
\begin{equation}
\|SS_n^{-1}-1\|=|q|\,|x|^{n+1}\,(g+|\Delta|).
\label{eq:dimernorm}
\end{equation}
where $m_\pm=m_0/(1\pm x)$.

\subsection{Cases of failure}

Three models with one normalized projector per atom ($g=1$), equal overlaps $s$ and round parameters show what goes wrong when a condition is dropped. The errors quoted are absolute spectral norms $\|S^{-1}-S_n^{-1}\|$.

A triangle is not bipartite. With $q=9$ and $s=0.7$, $m_0=9/10$. The matrix $\Delta$ has $s$ in all off-diagonal places and eigenvalues $2s,-s,-s$, so $\rho=2\times0.7\times0.9=1.26$. On the span of the projectors $S$ has lowest eigenvalue $1+9(1-0.7)=3.7$ and is well conditioned, yet the error grows from $1.20$ at $n=0$ to $1.2\times10^{4}$ at $n=40$.

A pair with $q_1=9$, $q_2=-0.8$ and $s=0.7$ is bipartite but has indefinite $Q$. Here $m_1=0.9$ and $m_2=-0.8/0.2=-4$. The matrix $M_0\Delta$ has off-diagonal elements $m_1s$ and $m_2s$, so its square is $m_1m_2s^2=-1.764$ times the unit matrix, its eigenvalues are imaginary, and $\rho=\sqrt{1.764}=1.328$. The operator $S$ is positive, being the sum of the positive $S_2$ and the nonnegative $q_1|\beta_1\rangle\langle\beta_1|$; its lowest eigenvalue is $0.574$. The error grows from $3.58$ to $3.0\times10^{5}$ at $n=40$. In both models Eq.~(\ref{eq:M}) still reproduces the dense inverse, so the cure is to solve $(1+QG)u=Qb$ directly, or to treat the offending atoms as one cluster.

A pair with $q_1=q_2=-0.6$ and $s=0.8$ has positive one-atom operators, with eigenvalue $1-0.6=0.4$, but the even eigenvalue of $S$ is $1-0.6\times1.8=-0.08$. Here $m_0=-1.5$ and $\rho=1.2$. The divergence signals that $S$ itself has lost positivity through the overlap, and no inversion scheme repairs that; $S_0^{-1}$, with lowest eigenvalue $1.3$ on the plane, gives no warning. Conversely, the earlier pair with $q=3$, $s=0.5$ has $\rho=0.75\times0.5=0.375$ and converges to rounding error by $n=40$, although its zeroth term is indefinite. For all four models the program asserts that the error changes by the factor $\rho^2$ over two orders.

\section{Periodic systems}

In a crystal the intersite part includes the overlap of a projector with the periodic images of its own atom. For a chain of spacing $d$ with one real projector per site and nearest-neighbour overlap $\Delta$, the Gram matrix is $G_{RR'}=g\,\delta_{RR'}+\Delta(\delta_{R,R'+1}+\delta_{R,R'-1})$. The vectors $e^{ikdR}$ diagonalize it with eigenvalue $g+2\Delta\cos kd$. Equation~(\ref{eq:dyson}) becomes a scalar equation at each $k$,
\begin{equation}
M(k)=\frac{m_0}{1+2x\cos kd},\qquad x=m_0\Delta,\qquad \rho=2|x| .
\label{eq:Mk}
\end{equation}
For $q\geq0$ this $\rho$ is below one, as the bipartite result demands: $G\ge0$ forces $2|\Delta|\le g$, so $2|x|\le qg/(1+qg)<1$.

For the real-space form, take $2|x|<1$ and define $\lambda$ with $|\lambda|<1$ by $x=\lambda/(1+\lambda^2)$. This is the quadratic $x\lambda^2-\lambda+x=0$, whose smaller root is
\begin{equation}
\lambda=\frac{1-\sqrt{1-4x^2}}{2x},\qquad \sqrt{1-4x^2}=\frac{1-\lambda^2}{1+\lambda^2},
\end{equation}
the second relation coming from $1-4\lambda^2/(1+\lambda^2)^2=(1-\lambda^2)^2/(1+\lambda^2)^2$. With $\theta=kd$, two geometric series give
\begin{align}
\sum_{R=-\infty}^{\infty}(-\lambda)^{|R|}e^{iR\theta}
&=\frac{1}{1+\lambda e^{i\theta}}+\frac{1}{1+\lambda e^{-i\theta}}-1\nonumber\\
&=\frac{2+2\lambda\cos\theta-(1+\lambda^2+2\lambda\cos\theta)}{1+\lambda^2+2\lambda\cos\theta}
=\frac{1-\lambda^2}{(1+\lambda^2)(1+2x\cos\theta)} .
\end{align}
Comparing with Eq.~(\ref{eq:Mk}), the coefficient coupling sites $R$ spacings apart is
\begin{equation}
M_R=\frac{m_0\,(-\lambda)^{|R|}}{\sqrt{1-4x^2}} .
\label{eq:MR}
\end{equation}
It is nonzero at every distance and decays with the length $d/\ln(1/|\lambda|)$. For small $x$, $\lambda\simeq x$, so $M_R\simeq m_0(-x)^{|R|}$ is the single direct walk, and $M_{R=0}\simeq m_0(1+2x^2)$ counts the two walks out and back. As $2|x|\to1$, $|\lambda|\to1$ and the range diverges, which is where $M(k)$ acquires a pole. For a general crystal, $\Delta(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\beta_{\mathbf 0}|\beta_{\mathbf R}\rangle-G_0$ is a matrix over the projectors of one cell, and Eq.~(\ref{eq:dyson}) and the criterion $\rho(M_0\Delta(\mathbf k))<1$ apply at each $\mathbf k$ separately.

\section{Effect on eigenvalues}

Let $H\psi=\varepsilon S\psi$ with $S$ positive, $\varepsilon$ nondegenerate and $\psi^\dagger S\psi=1$. A scheme that applies $S_n^{-1}H$ in place of $S^{-1}H$, as a propagator or a polynomial filter does, has the eigenvalues of $S_n^{-1}H=(S^{-1}+K)H$, where
\begin{equation}
K=S_n^{-1}-S^{-1}=B(M-M_n)B^\dagger .
\end{equation}
The operator $S^{-1}H$ is not Hermitian in the plain inner product. Its right eigenvector is $\psi$, and its left eigenvector is $\psi^\dagger S$, since $\psi^\dagger S\,S^{-1}H=\psi^\dagger H=\varepsilon\,\psi^\dagger S$. At first order in $K$ the perturbed equation is $(S^{-1}H-\varepsilon)\,\delta\psi+KH\psi=\delta\varepsilon\,\psi$. Multiplying by $\psi^\dagger S$ removes the first term and leaves
\begin{equation}
\delta\varepsilon=\psi^\dagger SKH\psi=\varepsilon\,\psi^\dagger SKS\psi .
\end{equation}
With $b=B^\dagger\psi$, Eq.~(\ref{eq:push}) gives $\psi^\dagger SB=b^\dagger(1+QG)$ and $B^\dagger S\psi=(1+GQ)b$. Equation~(\ref{eq:rem}) gives $(1+QG)(M-M_n)=Q(-\Delta M_0)^{n+1}$. Therefore
\begin{equation}
\delta\varepsilon_n=\varepsilon\;b^\dagger Q(-\Delta M_0)^{n+1}(1+GQ)\,b .
\label{eq:den}
\end{equation}
For $n=0$ split $1+GQ=(1+G_0Q)+\Delta Q$ and use $M_0(1+G_0Q)=Q$:
\begin{equation}
\delta\varepsilon_0=-\varepsilon\;b^\dagger\bigl[Q\Delta Q+Q\Delta M_0\Delta Q\bigr]b .
\label{eq:de0}
\end{equation}
The leading term has a direct meaning. The operator $S$ adds to $\psi$ the piece $|a_I\rangle=B_IQ_Ib_I$ on each atom, and $b^\dagger Q\Delta Qb=\sum_{I\ne J}\langle a_I|a_J\rangle$ is the mutual overlap of these pieces. For the symmetric pair, an even or odd state has $b_2=\pm b_1$, each factor $-\Delta M_0$ in Eq.~(\ref{eq:den}) contributes $\mp x$, and so $\delta\varepsilon_n=(\mp x)^n\,\delta\varepsilon_0$ at first order in $K$.

The shift is proportional to $\varepsilon$ itself and so depends on the zero of energy. A constant potential $c$ adds $c$ to the local part and $cQ$ to the nonlocal coefficients, in total $H\to H+cS$. The exact problem keeps $\psi$ and moves $\varepsilon$ to $\varepsilon+c$, and Eq.~(\ref{eq:de0}) holds with $\varepsilon+c$ in front. The reason is visible in the adjoint of Eq.~(\ref{eq:res0}): $S_0^{-1}S=1-BM_0\Delta QB^\dagger$ is not the unit operator, so $S_0^{-1}(H+cS)$ is not a rigid shift of $S_0^{-1}H$. For $c=-\varepsilon$ the error of that one level vanishes to all orders, because $(H-\varepsilon S)\psi=0$. This is the situation when $S_0^{-1}$ only preconditions the residual $(H-\varepsilon S)\psi$: if $S_0^{-1}$ is nonsingular, the preconditioned residual vanishes exactly when the residual does, and the converged eigenpairs are unaffected.

\section{Worked example}

\subsection{The projector}

The model is one electron in the field of centres $-e^2/r$, in Gaussian units, with $a_0=\hbar^2/me^2$ and $E_h=e^2/a_0=\hbar^2/ma_0^2$. The sphere radius and the distance between centres are chosen as $r_c=d=1.5\,a_0$, well inside the touching distance $2r_c$. The reference state is the nodeless $s$ state, with radial function $\psi(r)=2a_0^{-3/2}e^{-r/a_0}$ and energy $\varepsilon_{\rm ref}=-e^2/2a_0$. Radial functions multiply $1/\sqrt{4\pi}$.

Inside $r_c$ the pseudo function $\phi$ is the third-order Taylor polynomial of $\psi$ in the variable $w=r^2$ about $w=r_c^2$, and $V_{\rm loc}$ is the second-order Taylor polynomial of $-e^2/\sqrt w$. Outside, both equal the originals. With $r$ in $a_0$,
\begin{align}
\phi&=(1.12611-0.51599\,r^2+0.12190\,r^4-0.01194\,r^6)\,a_0^{-3/2},\\
V_{\rm loc}&=(-1.25+0.37037\,r^2-0.04938\,r^4)\,E_h .
\end{align}
The Vanderbilt construction for one reference state sets
\begin{equation}
\chi=\Bigl(\varepsilon_{\rm ref}+\frac{\hbar^2}{2m}\nabla^2-V_{\rm loc}\Bigr)\phi,\qquad
\beta=\frac{\chi}{\langle\phi|\chi\rangle},\qquad
D=\langle\phi|\chi\rangle+\varepsilon_{\rm ref}\,q,
\end{equation}
with $q=\int_0^{r_c}(\psi^2-\phi^2)r^2\,dr$. The function $\chi$ vanishes outside $r_c$, where $\phi$ solves the original equation. For a function of $w$, $d\phi/dr=2r\phi_w$ and $d^2\phi/dr^2=2\phi_w+4w\phi_{ww}$, so $\nabla^2\phi=6\phi_w+4w\phi_{ww}$ and $\chi$ is a polynomial in $w$. Matching $\phi$ through the third derivative and $V_{\rm loc}$ through at least the first makes $\chi$ and its slope vanish at $r_c$, which the program asserts. The integrals are $q=0.073043$ and $\langle\phi|\chi\rangle=-0.173407\,E_h$, so
\begin{equation}
D=-0.173407+(-0.5)(0.073043)=-0.209929\;E_h .
\end{equation}

With $H=-\frac{\hbar^2}{2m}\nabla^2+V_{\rm loc}+D|\beta\rangle\langle\beta|$ and $\langle\beta|\phi\rangle=1$,
\begin{equation}
(H-\varepsilon_{\rm ref}S)\phi=-\chi+(D-\varepsilon_{\rm ref}q)\,\beta=-\chi+\langle\phi|\chi\rangle\beta=0 .
\end{equation}
No level lies lower. Writing $w=r_c^2(1-\tau)$, the expansion $w^{-1/2}=r_c^{-1}(1+\tau/2+3\tau^2/8+\dots)$ has only positive terms, so its truncation makes $V_{\rm loc}\ge-e^2/r$, with strict inequality inside the sphere. The quadratic form of $H-\varepsilon_{\rm ref}S$ is then positive on all states orthogonal to $\beta$. If some $v$ made it negative, it would be nonpositive on the whole plane spanned by $v$ and the null vector $\phi$; that plane contains a state orthogonal to $\beta$, which is a contradiction.

\subsection{Gram matrix}

The on-site norm is $g=\int_0^{r_c}\beta^2r^2dr$. For the intersite element use the distances $r_1$, $r_2$ to the two centres. From $r_2^2=r_1^2+d^2-2r_1d\cos\theta$ at fixed $r_1$, $r_2\,dr_2=r_1d\sin\theta\,d\theta$, so the volume element is $(r_1r_2/d)\,dr_1\,dr_2\,d\varphi$. The azimuthal integral $2\pi$ and the factor $1/4\pi$ give
\begin{equation}
\Delta=\frac{1}{2d}\int_0^{r_c}dr_1\,r_1\beta(r_1)\int_{|r_1-d|}^{\min(r_c,\,r_1+d)}dr_2\,r_2\beta(r_2).
\end{equation}
The values are $g=2.65575$ and $\Delta=0.43533$, a normalized overlap $\Delta/g=0.164$.

The operators are also represented in an orthonormal basis of products of $J_0$ in the radial cylinder coordinate and sines along the axis, vanishing on the surface of a cylinder of radius $8\,a_0$ and length $18\,a_0$, with wave numbers up to $7/a_0$. This gives 542 functions in which the kinetic energy $\hbar^2k^2/2m$ is diagonal. One centre has its lowest level at $-0.49999\,E_h$, against $\varepsilon_{\rm ref}=-0.5\,E_h$. The represented projectors have $g=2.65177$ and $\Delta=0.43548$. The norm is lower than the real-space value by $0.00398$, or $0.15\%$ of it; the sign is that required by projection onto a finite orthonormal set, which cannot increase a norm. The two-centre numbers below use the represented values, as the remark after Eq.~(\ref{eq:exact}) requires.

\subsection{Two centres}

With $qg=0.19369$,
\begin{align}
m_0&=\frac{0.073043}{1.19369}=0.061191,\\
x&=0.061191\times0.43548=0.026647 .
\end{align}
A normalized overlap of $0.16$ thus gives an expansion parameter of only $0.027$, because $x=(\Delta/g)\,qg/(1+qg)$ and this projector has a small $qg$. Since $q\Delta=0.0318$ is far below one, $S_0^{-1}$ is positive definite by Eq.~(\ref{eq:s0eig}). The kernel extracted from the dense inverse of the $542\times542$ matrix $S$ is $M_{11}=0.061234$ and $M_{12}=-0.001632$. Equations~(\ref{eq:m11}) and (\ref{eq:m12}) give $M_{11}/m_0-1=x^2/(1-x^2)=7.11\times10^{-4}$ and $M_{12}=-0.026647\times0.061234=-0.001632$. Relative to $m_0$, the missing intersite element is $2.7\%$ and the on-site change is $0.07\%$.

Equation~(\ref{eq:dimernorm}) at $n=0$ gives
\begin{equation}
0.073043\times0.026647\times(2.65177+0.43548)=6.009\times10^{-3},
\end{equation}
and each further order multiplies this by $x$. The dense products $SS_n^{-1}-1$ have norms $6.009\times10^{-3}$, $1.601\times10^{-4}$, $4.267\times10^{-6}$ and $1.137\times10^{-7}$ for $n=0,1,2,3$.

The lowest level of $H\psi=\varepsilon S\psi$, with both local potentials and both projectors in $H$ and $D$ kept at its one-centre value, is $\varepsilon=-1.150967\,E_h$, with $|b_1|=|b_2|=0.91844$ and equal signs. The two terms of Eq.~(\ref{eq:de0}) are
\begin{align}
b^\dagger Q\Delta Qb&=2q^2\Delta\,b_1b_2=2(0.073043)^2(0.43548)(0.91844)^2=3.920\times10^{-3},\\
b^\dagger Q\Delta M_0\Delta Qb&=x\times3.920\times10^{-3}=1.045\times10^{-4},
\end{align}
and their sum is $4.024\times10^{-3}$. The first-order shift is
\begin{equation}
\delta\varepsilon_0=1.150967\times4.024\times10^{-3}\,E_h=4.632\times10^{-3}\,E_h=0.126\ \text{eV}.
\end{equation}
The slope of the lowest eigenvalue of $(S^{-1}+\kappa K)H$ at $\kappa=0$, found by finite differences, agrees with this to the asserted relative tolerance of $10^{-4}$. Full diagonalization of $S_0^{-1}H$ gives $4.634\times10^{-3}\,E_h$, so the higher orders in $K$ change only the last digit shown. That digit also depends on the basis: raising the cutoff from $7/a_0$ to $12/a_0$ lowers $\varepsilon$ by about $3\times10^{-6}\,E_h$, changes $x$ to $0.026632$, and lowers the first-order and full shifts to $4.630\times10^{-3}$ and $4.632\times10^{-3}\,E_h$. The shift is $0.4\%$ of $|\varepsilon|$, the sum above being exactly the first-order ratio $-\delta\varepsilon_0/\varepsilon$. The level is raised because $\varepsilon<0$ and the pieces $a_1$, $a_2$ overlap with positive sign in the even state.

Moving the energy zero by $c=2\,E_h$ replaces $\varepsilon$ by $0.849033\,E_h$, and the first-order shift becomes $-0.849033\times4.024\times10^{-3}=-3.417\times10^{-3}\,E_h$, of opposite sign; the finite-difference slope confirms it. With $c=0$ and higher orders of the series, the computed shifts are $-1.234\times10^{-4}$, $3.289\times10^{-6}$ and $-8.764\times10^{-8}\,E_h$ for $n=1,2,3$. They alternate and fall as $(-x)^n\delta\varepsilon_0$ predicts for the even state; for instance $-0.026647\times4.632\times10^{-3}=-1.234\times10^{-4}$.

All these shifts are measured from the eigenvalue of the pseudized problem with the exact $S$. The construction of $\beta$, $q$ and $D$ refers to an isolated centre, and at $d=r_c$ each sphere reaches the neighbouring centre. The model also leaves out a term that a full ultrasoft Hamiltonian contains: the local potential of one centre, integrated over the augmentation density $(\psi^2-\phi^2)/4\pi$ of the other, is added to $D$. Here it is $-0.048\,E_h$; including it moves the level to $-1.234\,E_h$, $|b_I|$ to $0.941$ and the shift to $0.142$ eV, while $S$, $x$ and the kernels are unchanged. The level of two bare Coulomb centres at this distance is about $-1.249\,E_h$. Inverting $S$ exactly does not bear on these differences.

\subsection{Chain}

For a chain with spacing $d=r_c$, second neighbours are $2r_c$ apart and their spheres only touch, so the nearest-neighbour model is exact for the real-space projectors. With the real-space $g$ and $\Delta$, $m_0=0.061176$, $x=0.026632$, $\rho=2x=0.0533$ and $\lambda=0.026651$. The dense inverse on a ring of 40 sites, where the way round the ring contributes a relative amount of order $\lambda^{40-2|R|}$, gives
\begin{align}
M_{R=0}&=6.1263\times10^{-2}, & M_{R=1}&=-1.6327\times10^{-3},\nonumber\\
M_{R=2}&=4.351\times10^{-5}, & M_{R=3}&=-1.160\times10^{-6},
\end{align}
and the program asserts agreement with Eqs.~(\ref{eq:Mk}) and (\ref{eq:MR}). The small-$x$ form gives $0.061176\,(1+2\times0.026632^2)=0.061263$ for the on-site element. For the next, Eq.~(\ref{eq:MR}) gives $-\lambda M_{R=0}=-0.026651\times0.061263=-1.6327\times10^{-3}$, while the single-walk form $-m_0x=-0.061176\times0.026632=-1.6292\times10^{-3}$ falls short of it by $0.2\%$ of $|M_{R=1}|$. Second neighbours, whose projectors do not overlap, are coupled at a relative size $\lambda^2$. The decay length is $1.5\,a_0/\ln(1/0.026651)=0.414\,a_0$, less than a third of the spacing, so in this model a kernel kept to first or second neighbours omits elements of relative size $\lambda^2$ or $\lambda^3$.

The program that performs these checks, and its output, follow below.

\section*{Computed results}
\begin{verbatim}
300 random dimers, Q>=0: largest rho = 0.9437
300 random trimers, Q>=0: largest eigenvalue of M0 Dl = 1.1669
triangle q=[9.0, 9.0, 9.0] s=0.7 (g=1): min eig S=3.7000, rho=1.2600
   min eig S0inv=-1.1600, error n=0: 1.204e+00, n=40: 1.246e+04
mixed dimer q=[9.0, -0.8] s=0.7 (g=1): min eig S=0.5743, rho=1.3282
   min eig S0inv=0.4912, error n=0: 3.582e+00, n=40: 3.049e+05
negative dimer q=[-0.6, -0.6] s=0.8 (g=1): min eig S=-0.0800, rho=1.2000
   min eig S0inv=1.3000, error n=0: 1.620e+01, n=40: 2.381e+04
stiff dimer q=[3.0, 3.0] s=0.5 (g=1): min eig S=2.5000, rho=0.3750
   min eig S0inv=-0.1250, error n=0: 3.068e-01, n=40: 1.119e-16
r_c = 1.5 a0, d = 1.5 a0, eps_ref = -0.5 Eh
phi coefficients of r^0,2,4,6 (a0 units): [ 1.12611  -0.515988  0.121895 -0.011937]
V_loc coefficients of r^0,2,4 (Eh, a0): [-1.25      0.37037  -0.049383]
q = 0.073043, <phi|chi> = -0.173407 Eh, D = -0.209929 Eh
real space: g = 2.65575, Delta = 0.43533, Delta/g = 0.16392
basis: radius 8.0 a0, length 18.0 a0, k_max 7.0/a0, 542 functions
one centre: lowest level = -0.49999 Eh
basis: g = 2.65177, Delta = 0.43548, q g = 0.19369, q Delta = 0.03181
dimer: m0 = 0.061191, x = rho = 0.026647
dimer: M11 = 0.061234, M12 = -0.001632, M11/m0 - 1 = 7.106e-04
order n = 0: ||S S_n^-1 - 1|| = 6.0090e-03
order n = 1: ||S S_n^-1 - 1|| = 1.6013e-04
order n = 2: ||S S_n^-1 - 1|| = 4.2669e-06
order n = 3: ||S S_n^-1 - 1|| = 1.1370e-07
energy zero c = 0.0 Eh: first-order shift = 0.004632 Eh
energy zero c = 2.0 Eh: first-order shift = -0.003417 Eh
dimer level eps = -1.150967 Eh, |b1| = 0.91844, |b2| = 0.91844
b Q Dl Q b = 3.91978e-03, b Q Dl M0 Dl Q b = 1.04452e-04
formula shift = 0.004632 Eh = 0.1260 eV
full shift with S0^-1 H = 0.004634 Eh = 0.1261 eV
shift with order n = 1: -1.234e-04 Eh
shift with order n = 2: 3.289e-06 Eh
shift with order n = 3: -8.764e-08 Eh
1 Eh = 27.2114 eV, 1 a0 = 5.29177e-09 cm
chain: m0 = 0.061176, x = 0.026632, rho = 2x = 0.053264, lambda = 0.026651
chain: M_0 = 6.12630e-02
chain: M_1 = -1.63270e-03
chain: M_2 = 4.35127e-05
chain: M_3 = -1.15965e-06
chain: decay length d/ln(1/lambda) = 0.4138 a0
\end{verbatim}
